\section*{Choosing the Reference Grating in Two-Pinhole Interference Lithography}

\section{A symmetric pair, seen along one line}

Two pinholes lie at distance $R$ from the centre of a flat wafer, in the directions $\pm\theta$ from its normal. Write $s=\sin\theta$ and $c=\cos\theta$. The wafer is the plane $z=0$ and the pinholes are at $(\mp Rs,0,Rc)$, the upper sign for pinhole 1. Along the line $y=0$ their distances to the point $x$ obey
\begin{equation}
r_{1,2}^2=(x\pm Rs)^2+R^2c^2=R^2\pm 2Rsx+x^2 .
\end{equation}
The difference of the squares is $r_1^2-r_2^2=4Rsx$, with no approximation. For the sum of the distances, use $\sqrt{1+\epsilon}\simeq1+\epsilon/2-\epsilon^2/8$ with $\epsilon=\pm2sx/R+x^2/R^2$. The terms odd in $x$ cancel, which leaves
\begin{equation}
r_1+r_2\simeq 2R\left[1+\frac{x^2}{2R^2}-\frac{s^2x^2}{2R^2}\right]
=2R\left[1+\frac{c^2x^2}{2R^2}\right].
\end{equation}
Dividing the first result by the second gives the path difference
\begin{equation}
r_1-r_2\simeq 2sx\left[1-\frac{c^2x^2}{2R^2}\right].
\label{eq:line}
\end{equation}
The first term is a perfect grating of period $\lambda/(2s)$. The second makes the fringes spread apart away from the centre: a fringe must move outward by about $c^2x^3/(2R^2)$ to recover the missing path.

How large the error appears depends on the reference. Against a grating with the central period, the error at the end $x=L$ is $c^2L^3/(2R^2)$. A least-squares straight line through $x^3$ on $[-L,L]$ has slope $\langle x^4\rangle/\langle x^2\rangle=3L^2/5$. Against the fitted grating the error is therefore $c^2(x^3-3L^2x/5)/(2R^2)$, and its end value is $2/5$ as large. The fringes are the same in both cases. The reference grating is thus a setting of the calculation, and it has to match the use of the pattern.

\section{The phase and the shape of a fringe}

Now let the pinholes have any positions $\mathbf s_1,\mathbf s_2$ above the wafer. They are taken as coherent point sources of ideal spherical waves, with linear polarizations whose relative phase does not vary over the field. With $\lambda$ the wavelength in the ambient air and $k=2\pi/\lambda$, the relative phase at the wafer point $\mathbf q=(x,y,0)$ is
\begin{equation}
\Phi(\mathbf q)=k(r_1-r_2),\qquad r_i=|\mathbf q-\mathbf s_i| .
\end{equation}
Bright fringes lie where $\Phi=2\pi m$, with integer $m$; a constant phase between the two arms would shift them all by the same fraction of a period. For computation, $r_1-r_2=(r_1^2-r_2^2)/(r_1+r_2)$ is written as
\begin{equation}
r_1-r_2=\frac{(\mathbf s_2-\mathbf s_1)\cdot(2\mathbf q-\mathbf s_1-\mathbf s_2)}{r_1+r_2},
\end{equation}
which avoids subtracting two nearly equal lengths.

Let $d=r_1-r_2$ be constant and nonzero along a fringe, and let $\ell=r_1^2-r_2^2$. The terms in $|\mathbf q|^2$ cancel in $\ell$, so $\ell=2\mathbf g\cdot\mathbf q+\text{const}$, where $\mathbf g$ is the part of $\mathbf s_2-\mathbf s_1$ parallel to the wafer. Since $r_1+r_2=\ell/d$, adding $r_1-r_2=d$ gives $2r_1=d+\ell/d$. Multiplying by $d$ and squaring,
\begin{equation}
(\ell+d^2)^2=4d^2r_1^2 .
\label{eq:conic}
\end{equation}
This is a conic, and squaring has added the fringe with path difference $-d$. Its quadratic part is $4[(\mathbf g\cdot\mathbf q)^2-d^2|\mathbf q|^2]$, with eigenvalue $4(|\mathbf g|^2-d^2)$ along $\mathbf g$ and $-4d^2$ across it. Opposite signs, hence a hyperbola, require $0<|d|<|\mathbf g|$. For $d=0$ the fringe is a straight line. If the pinholes have unequal heights, fringes with $|d|>|\mathbf g|$ can exist, and these are closed; only one sign of $d$ then occurs on the wafer, so the conic is a single fringe.

For the symmetric pair $\ell=4Rsx$. The terms $8Rsxd^2$ on the two sides of \eqref{eq:conic} cancel, and division by $4d^2$ gives
\begin{equation}
\left(\frac{4R^2s^2}{d^2}-1\right)x^2-y^2=R^2-\frac{d^2}{4}.
\end{equation}

\section{Fitting the grating}

The reference phase is the plane $\varphi_0+\mathbf K\cdot\mathbf q$. Let angle brackets denote the area average over the square $|x|,|y|\le L$. The best plane minimizes $\langle(\Phi-\varphi_0-K_xx-K_yy)^2\rangle$. Setting the three derivatives to zero makes the residual orthogonal to $1$, $x$ and $y$. On the square $\langle x\rangle=\langle y\rangle=\langle xy\rangle=0$ and $\langle x^2\rangle=\langle y^2\rangle=L^2/3$, so the equations separate:
\begin{equation}
\varphi_0=\langle\Phi\rangle,\qquad
K_x=\frac{3\langle x\Phi\rangle}{L^2},\qquad
K_y=\frac{3\langle y\Phi\rangle}{L^2}.
\label{eq:fit}
\end{equation}
The fitted period is $P=2\pi/|\mathbf K|$. For a field of another shape, or one weighted toward critical devices, the averages change and the three equations must in general be solved together.

The phase is smooth on the scale of the field, although it runs through many thousands of cycles. Gauss--Legendre quadrature of $\Phi$ itself, not of its cosine, therefore needs few nodes. In the example below, 4 nodes per axis already give the rms error within $10^{-3}$ nm, and going from 8 to 16 nodes changes it only at the level of double-precision round-off, about $2\times10^{-10}$ nm.

\section{From phase to placement}

Let $\mathbf e=\mathbf K/|\mathbf K|$. The placement error $u$ is the signed distance along $\mathbf e$ from a point on a grating line to the true fringe of the same order:
\begin{equation}
\Phi(\mathbf q+u\mathbf e)=\varphi_0+\mathbf K\cdot\mathbf q .
\label{eq:place}
\end{equation}
Write $\delta=\Phi-\varphi_0-\mathbf K\cdot\mathbf q$ for the phase residual. To first order the left side is $\Phi(\mathbf q)+|\mathbf K|u$, so $u\simeq-\delta/|\mathbf K|$. The minus sign says that where the phase runs ahead of the plane, the fringe of given order is met earlier. It also follows that the least-squares phase fit minimizes the rms placement to first order.

The full equation is solved by starting at $u=0$ and repeating
\begin{equation}
u\leftarrow u-\frac{\Phi(\mathbf q+u\mathbf e)-\varphi_0-\mathbf K\cdot\mathbf q}{|\mathbf K|}.
\end{equation}
Each pass multiplies a small error by $1-\mathbf e\cdot\nabla\Phi/|\mathbf K|$, the relative mismatch between local and fitted fringe density. In the example the period is 400.070 nm at the field corner and 400.017 nm in the fit, so this factor is about $10^{-4}$ there, and a few passes suffice.

\section{What the fit leaves on a square field}

For the symmetric pair at general $y$, the distances squared gain $y^2$. Their difference is still $4Rsx$, while the sum of distances becomes $2R[1+(c^2x^2+y^2)/(2R^2)]$. Hence
\begin{equation}
r_1-r_2\simeq2s\left[x-\frac{c^2x^3+xy^2}{2R^2}\right].
\label{eq:cubic}
\end{equation}
With $\langle x^4\rangle=L^4/5$ and $\langle x^2y^2\rangle=L^4/9$, equation \eqref{eq:fit} gives
\begin{equation}
K_x\simeq2ks\left[1-\frac{L^2}{2R^2}\left(\frac{3c^2}{5}+\frac13\right)\right],\qquad K_y=0 .
\end{equation}
The fitted period exceeds $\lambda/(2s)$ by the relative amount subtracted in the bracket. Subtracting the fitted plane from $\Phi$ and dividing by $-2ks$ leaves
\begin{equation}
u\simeq\frac{1}{2R^2}\left[c^2\left(x^3-\frac{3L^2x}{5}\right)+x\left(y^2-\frac{L^2}{3}\right)\right].
\label{eq:map}
\end{equation}

The error is largest in size at the corners. The map is $x/(2R^2)$ times the sum $c^2(x^2-3L^2/5)+y^2-L^2/3$, which over the field lies between $-(3c^2/5+1/3)L^2$ and $(2c^2/5+2/3)L^2$. The second bound is the larger in size because $c^2/5<1/3$, and it is reached at the corner, where $|x|$ is also greatest. Thus
\begin{equation}
u_{\rm corner}\simeq\frac{L^3}{R^2}\left(\frac{c^2}{5}+\frac13\right).
\end{equation}

For the rms, the mean square of $x^3-3L^2x/5$ is $L^6(1/7-3/25)=4L^6/175$. That of $x(y^2-L^2/3)$ is $(L^2/3)(L^4/5-L^4/9)=4L^6/135$. Their cross average vanishes because $\langle y^2-L^2/3\rangle=0$. With the prefactor $1/(2R^2)$,
\begin{equation}
u_{\rm rms}\simeq\frac{L^3}{R^2}\sqrt{\frac{c^4}{175}+\frac1{135}} .
\label{eq:rms}
\end{equation}

The angle has only a modest effect on the rms. As $\theta\to0$ the root tends to 0.115; toward grazing incidence, $c\to0$, it tends to 0.086, since the bowing of the fringes with $y$ remains. At fixed $R$ and $L$, the rms distortion in nanometres never falls below three quarters of its small-angle value, whatever period is chosen through $\theta$. Field size and arm length control it. These formulas need $L\ll R$; the neglected terms are smaller by order $(L/R)^2$.

\section{Worked example}

Take $\lambda=325$ nm, a central period of 400 nm, $R=1000$ mm and $L=10$ mm. Then $s=325/800=0.40625$ and $c^2=1-s^2=0.8350$. The relative stretch of the fitted period is
\begin{equation}
\frac{10^2}{2\times1000^2}\,(0.5010+0.3333)=4.17\times10^{-5},
\end{equation}
so $P=400.017$ nm. Since $L^3/R^2=10^{-3}$ mm $=1000$ nm, the corner error is $1000\,(0.1670+0.3333)=500$ nm, more than a full period. Equation \eqref{eq:rms} gives $1000\times0.1067=106.7$ nm, and the map from \eqref{eq:place} has the same rms to this accuracy.

If the central period is kept as the reference, the corner error is 918 nm. The difference of 417 nm is the stretch accumulated over 10 mm. At the middle of the edge, $x=L$ and $y=0$, the fitted map is nearly zero. There \eqref{eq:map} is proportional to $2c^2/5-1/3$, which vanishes at $c^2=5/6$, and the chosen angle happens to lie close to that value.

A test that locates the fringe without the phase map counts intensity maxima of the two summed fields, with their $1/r$ amplitudes, along $y=L$. Maximum number 24997 from the centre lies 500.224 nm beyond its grating line; equation \eqref{eq:place} gives 500.224 nm. The slow change of the amplitudes does not matter at this level. The maps are in the numerical output.

\section{Pinholes out of place}

For a general pinhole let $R_i=|\mathbf s_i|$, $p_i=\mathbf s_i\cdot\mathbf q/R_i$ and $\rho^2=x^2+y^2$. Then $r_i=R_i\sqrt{1+\epsilon_i}$ with $\epsilon_i=-2p_i/R_i+\rho^2/R_i^2$. Collecting powers of $\mathbf q$ in $1+\epsilon_i/2-\epsilon_i^2/8+\epsilon_i^3/16$ gives
\begin{equation}
r_i\simeq R_i-p_i+\frac{\rho^2-p_i^2}{2R_i}+\frac{p_i(\rho^2-p_i^2)}{2R_i^2}.
\label{eq:general}
\end{equation}
In a symmetric pair the quadratic terms cancel between the arms. A misalignment that breaks the symmetry about the field centre generally spoils this cancellation; raising both pinholes by the same amount does not.

Suppose pinhole 2 is moved back by $\Delta R$ along its own arm, so that $R_1=R$ and $R_2=R+\Delta R$. The directions are unchanged, $p_{1,2}=\mp sx$, and so are the linear terms. The quadratic terms add
\begin{equation}
\frac{c^2x^2+y^2}{2}\left(\frac1{R_1}-\frac1{R_2}\right)
=\frac{\Delta R\,(c^2x^2+y^2)}{2R_1R_2}
\end{equation}
to the path difference. The fit removes the mean, and division by $-2s$ gives
\begin{equation}
u_{\Delta R}\simeq-\frac{\Delta R}{4sR_1R_2}\left[c^2\left(x^2-\frac{L^2}{3}\right)+y^2-\frac{L^2}{3}\right].
\end{equation}
Since $\langle(x^2-L^2/3)^2\rangle=4L^4/45$, its rms is $\Delta R\,L^2/(4sR_1R_2)$ times $\sqrt{4(1+c^4)/45}$. For $\Delta R=5$ mm this is $306\times0.388=119$ nm, more than the distortion of the perfect pair.

This part is even in $x$ and the cubic part is odd, so neither can cancel the other over the whole field, and their mean squares add. The longer second arm also weakens the cubic part by about 0.5\%, to 106.2 nm. The sum $\sqrt{106.2^2+118.9^2}=159.4$ nm agrees with the full map. At the corners $x=-L$ and $x=L$ the errors become $-872$ and $+123$ nm.

Suppose instead that pinhole 2 is shifted by $\delta$ along $y$. To first order in $\delta$, $R_2=R$ and $p_2=sx+\delta y/R$. The linear path is $p_2-p_1=2sx+\delta y/R$, a grating rotated by $\delta/(2sR)$. The quadratic path is $(p_2^2-p_1^2)/(2R)=s\delta xy/R^2$, so
\begin{equation}
u_\delta\simeq-\frac{\delta\,xy}{2R^2},\qquad
u_{\delta,\rm rms}\simeq\frac{\delta L^2}{6R^2}.
\end{equation}
For $\delta=2$ mm the rotation is 2.46 mrad, which the fit absorbs. The added rms is 33 nm and the total 112 nm.

\section{Setting the calculation for a real exposure}

The example resembles a small laboratory exposure with a helium--cadmium laser, spatial-filter pinholes and arms of about a metre; all its values are rough. The real wafer is not perfectly flat and square to the beams. At height $z$ the vertical distance to the pinholes is $Rc-z$, which changes $s$ by the relative amount $cz/R$ and moves the fringe by $-xcz/R$. A local height error of 1 $\mu$m at $x=L$ moves it by 9 nm. A tilt $z=\alpha x$ gives $-\alpha cx^2/R$, which is 91 nm at the edge for 1 mrad; foreshortening adds a change of scale, 5 nm at the edge. Tilt need not be neglected: express the pinhole positions in the frame of the wafer, and the phase formula includes it.

A wavefront that departs from a sphere by 0.02 wave moves a fringe by 0.02 period, or 8 nm. An air pressure change of 1 Torr gives about 4 nm at $x=L$, and silicon warmer by 0.1 K gives 3 nm; both are changes of scale. In 200 nm of resist with index 1.7, the two waves gain unequal phase with depth, which displaces the fringe at the bottom by 1 nm at $x=L$ if nothing is reflected from below the resist. On bare silicon the reflected waves make the shift depend on thickness and depth; for this film it is about 1 nm, of opposite signs, at top and bottom, and reaches 2 to 4 nm inside the film.

The analysis leads to the following choices.
\begin{itemize}
\item Use the fitted grating if offset, rotation and period can be corrected afterwards, or if only straightness and uniformity matter. If the pattern must meet a layer of prescribed period, put that period into \eqref{eq:place} and do not fit it.
\item Fit over the area that will be used. At fixed $R$ and $\theta$ the symmetric distortion grows as $L^3$, so half the field width has one eighth of the rms error.
\item For a symmetric pair at fixed $\theta$ and $L$, choose $R$ from \eqref{eq:rms}. An rms of 10 nm needs $1000\sqrt{106.73/10}=3267$ mm for a perfectly aligned pair; at that length a wafer tilt of 1 mrad raises the rms to 13 or 14 nm, depending on the axis, and an arm mismatch of 5 mm raises it to 15 nm. With the same power per solid angle from each pinhole, the same dose then takes $3.267^2=10.7$ times as long.
\item Enter measured pinhole positions, not nominal ones. In this geometry each millimetre of arm mismatch adds an rms part of about 24 nm, which a linear fit cannot remove. It adds in quadrature, so the first millimetre raises the total only from 107 to 109 nm.
\end{itemize}

\section*{Values computed for the example and the checks}
\begin{verbatim}
wavelength in air (rough, HeCd laser): 325.0 nm
chosen central period: 400.0 nm
arm length R: 1000.0 mm; field half-width L: 10.0 mm
sin(theta): 0.40625; cos(theta): 0.91376; theta: 23.969 deg
pinhole 1 x, y, z: -406.250, 0.000, 913.762 mm
pinhole 2 x, y, z: 406.250, 0.000, 913.762 mm
largest path round-off found: 8.5e-10 nm
measured order of expansion remainder: 4.011
closed-fringe test (arb. length): |g| 1.0000, far max 1.0000, near 1.4142
fitted period: 400.01669 nm; relative stretch: 4.1715e-05
relative stretch from closed form: 4.1715e-05
local period at field corner: 400.07010 nm
placement map, symmetric pair, nm; columns x = -10, -5, 0, 5, 10 mm
  y = +/- 0.0 mm:     -0.3    156.4      0.0   -156.4      0.3
  y = +/- 5.0 mm:   -125.3     93.9      0.0    -93.9    125.3
  y = +/-10.0 mm:   -500.3    -93.6      0.0     93.6    500.3
rms placement, exact map: 106.727 nm; closed form: 106.729 nm
corner placement, exact: 500.33 nm; closed form: 500.33 nm
corner placement if central period is kept: 917.53 nm
largest map difference, exact minus closed form: 0.008 nm
rms shift, 8 to 16 quadrature nodes per axis: 2.4e-10 nm
rms from dense-grid least squares: 106.710 nm
fringes counted from centre to edge at y = L: 24997
placement of that fringe, counted: 500.224 nm; solved: 500.224 nm
arm length for 10 nm rms: 3266.9 mm; exact rms there: 10.000 nm
arm mismatch: 5.0 mm; added rms (closed form): 118.91 nm
total rms with arm mismatch: 159.44 nm
placement map with arm mismatch, nm; same columns
  y = +/- 0.0 mm:    -68.7    279.0    187.3    -32.3    -68.0
  y = +/- 5.0 mm:   -269.7    140.2    110.7    -46.6    -20.2
  y = +/-10.0 mm:   -872.4   -275.9   -118.9    -89.7    123.3
sideways pinhole shift: 2.0 mm; grating rotation: 2.4615 mrad
added rms (closed form): 33.33 nm; total rms: 111.81 nm
neglected effects, rough inputs, shift at x = L, y = 0:
  wafer tilt 1.0 mrad, even part: -91.37 nm
  local height error 1.0 um: -9.14 nm
  wavefront error 0.02 wave: 8.00 nm
  air pressure change 1 Torr (n-1 = 2.9e-04), scale only: 3.82 nm
  silicon 0.1 K warmer (2.6e-06 per K), scale only: 2.60 nm
  slant through 200 nm resist (index 1.7): 1.01 nm
\end{verbatim}
